# The Fan-Migdal self-energy: Matsubara derivation and its four phonon processes: verification in Python

```python
# Fan-Migdal self-energy of one channel, Rydberg atomic units (hbar = k_B = 1).
# Coupling: g c2^+ c1 A + h.c., A = b_q + b_{-q}^+ ; level 1 external (eps), level 2 intermediate (xi).
# Under test:  -T|g|^2 sum_l D(i nu_l)/(i w_j + i nu_l - xi)
#            = |g|^2 [ (n_q+f)/(i w_j - xi + wq) + (n_mq+1-f)/(i w_j - xi - wm) ],
# D(z) = 1/(z-wq) - 1/(z+wm), wq, wm = frequencies of modes q and -q, n Bose, f = f(xi) Fermi,
# and the split n+1-f = (n+1)(1-f) [electron emits] + n f [hole absorbs],
#               n+f   = n(1-f) [electron absorbs] + (n+1) f [hole emits].
# Flat band: 2|Im Sigma(w)| = 2 pi NF g^2 [2n + f(Om-w) + f(Om+w)].
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, hbar, physical_constants as pc
from scipy.integrate import quad
from scipy.special import expit

RY_J = pc['Rydberg constant times hc in J'][0]
RY_MEV = 1e3 * pc['Rydberg constant times hc in eV'][0]
TIME_FS = 1e15 * hbar / RY_J
def bose(z, T): return 1.0 / (np.exp(z / T) - 1.0)
def fermi(x, T): return expit(-x / T)
def phonon_D(z, wq, wm): return 1 / (z - wq) - 1 / (z + wm)
def closed(z, xi, wq, wm, T):   # Sigma / |g|^2
    f = fermi(xi, T)
    return (bose(wq, T) + f) / (z - xi + wq) + (bose(wm, T) + 1 - f) / (z - xi - wm)
def direct_sum(iw, xi, wq, wm, T, L=200000):
    inu = 2j * np.pi * T * np.arange(-L, L + 1)
    return -T * np.sum(phonon_D(inu, wq, wm) / (iw + inu - xi))
def circle(h, c, r, N=20000):   # (1/2 pi i) closed contour integral
    u = r * np.exp(2j * np.pi * (np.arange(N) + 0.5) / N)
    return np.mean(h(c + u) * u)
def cs(z): return f"{z.real:+.6e} {z.imag:+.6e}i"

NP = 13   # phonon states kept per mode
b1 = np.diag(np.sqrt(np.arange(1, NP)), 1)
A = np.kron(b1, np.eye(NP)) + np.kron(np.eye(NP), b1.T)
num_q, num_m = np.repeat(np.arange(NP), NP) * 1.0, np.tile(np.arange(NP), NP) * 1.0
xg, wg = np.polynomial.legendre.leggauss(80)

def tau_route(iw, inu, xi, wq, wm, T):   # Fourier quadrature of operator traces
    E = wq * num_q + wm * num_m
    tau, wt = (xg + 1) / (2 * T), wg / (2 * T)
    Z = np.exp(-E / T).sum()
    left, right = np.exp(-np.outer(1 / T - tau, E)), np.exp(-np.outer(tau, E))
    A_Adag = np.sum((left @ A**2) * right, axis=1) / Z
    Adag_A = np.sum((left @ (A**2).T) * right, axis=1) / Z
    G = -np.exp(-xi * tau) / (1 + np.exp(-xi / T))
    return np.sum(wt * np.exp(iw * tau) * Adag_A * G), -np.sum(wt * np.exp(inu * tau) * A_Adag)

def exact(g, eps, xi, wq, wm, T, iw):   # exact diagonalization, Lehmann form of G_11
    E = wq * num_q + wm * num_m
    d = len(E)
    H = np.block([[np.diag(eps + E), np.conj(g) * A.T], [g * A, np.diag(xi + E)]])
    E1, U = np.linalg.eigh(H)
    P = np.abs(U)**2
    n0 = np.array([num_q, num_m])
    n1 = np.array([np.tile(num_q, 2) @ P, np.tile(num_m, 2) @ P])
    E2 = eps + xi + E
    Z = np.exp(-E / T).sum() + np.exp(-E1 / T).sum() + np.exp(-E2 / T).sum()
    G, wts, dn = 0, np.zeros(4), np.zeros((4, 2))
    for Elo, Ehi, M, nlo, nhi in ((E, E1, P[:d], n0, n1), (E1, E2, P[d:].T, n1, n0)):
        dE = Ehi[None, :] - Elo[:, None]
        add, rem = M * np.exp(-Elo / T)[:, None] / Z, M * np.exp(-Ehi / T)[None, :] / Z
        G += np.sum((add + rem) / (iw - dE))
        for i, (pole, W, s) in enumerate(((xi + wm, add, 1), (xi + wm, rem, -1),
                                          (xi - wq, add, 1), (xi - wq, rem, -1))):
            Ww = W * (np.abs(dE - pole) < 3e-4)
            wts[i] += Ww.sum() * (pole - eps)**2 / abs(g)**2
            for m in range(2):
                dn[i, m] += s * np.sum(Ww * (nhi[m][None, :] - nlo[m][:, None])) * (pole - eps)**2 / abs(g)**2
    return iw - eps - 1 / G, wts, dn / wts[:, None]

def four_weights(xi, wq, wm, T):   # e emits, h absorbs, e absorbs, h emits
    f, nq, nm = fermi(xi, T), bose(wq, T), bose(wm, T)
    return np.array([(nm + 1) * (1 - f), nm * f, nq * (1 - f), (nq + 1) * f])

# symbolic identities, x = exp(xi/T), y = exp(Om/T)
x, y = sp.symbols('x y', positive=True)
fs, ns = 1 / (x + 1), 1 / (y - 1)
for expr in ((ns + 1) * (1 - fs) * (1 + 1 / (x * y)) - (ns + 1 - fs), ns * (1 - fs) * (1 + y / x) - (ns + fs),
             (ns + 1) * (1 - fs) / (x * y) - ns * fs, ns * (1 - fs) * y / x - (ns + 1) * fs,
             1 / (1 / y - 1) + 1 + ns):
    assert sp.simplify(expr) == 0

T = k_B * 300 / RY_J
Om, eps, xi, g = 0.004, 0.001, 0.002, 0.001
phase = np.exp(0.7j)
for (e_, x_, wq, wm) in ((eps, xi, Om, Om), (0.0011, 0.002, 0.004, 0.0047), (0.0006, -0.0015, 0.0047, 0.004)):
    for j in (0, 1, 5, -1):
        iw = 1j * (2 * j + 1) * np.pi * T
        ref = closed(iw, x_, wq, wm, T)
        assert abs(bose(x_ - iw, T) + fermi(x_, T)) < 1e-12
        assert abs(direct_sum(iw, x_, wq, wm, T) / ref - 1) < 1e-9
        s_tau, d_tau = tau_route(iw, 2j * j * np.pi * T, x_, wq, wm, T)
        assert abs(s_tau / ref - 1) < 1e-8
        assert abs(d_tau / phonon_D(2j * j * np.pi * T, wq, wm) - 1) < 1e-8
    iw = 1j * np.pi * T
    ga, gb = 4e-5, 2e-5   # remove the relative g^2 correction by extrapolation
    Sa, Wa, _ = exact(ga * phase, e_, x_, wq, wm, T, iw)
    Sb, Wb, dN = exact(gb * phase, e_, x_, wq, wm, T, iw)
    S0, W0 = (4 * Sb / gb**2 - Sa / ga**2) / 3, (4 * Wb - Wa) / 3
    assert abs(S0 / closed(iw, x_, wq, wm, T) - 1) < 1e-6
    assert np.allclose(W0, four_weights(x_, wq, wm, T), rtol=1e-5, atol=0)
    assert np.allclose(dN.sum(axis=1), [1, -1, -1, 1], atol=5e-3)
    if wq != wm:
        assert np.allclose(dN, [[0, 1], [0, -1], [-1, 0], [1, 0]], atol=5e-3)
    else:
        S0_ex, W0_ex, dN_ex = S0, W0, dN.sum(axis=1)

# worked single channel: contour pieces at the first fermionic frequency
iw = 1j * np.pi * T
n, f = bose(Om, T), fermi(xi, T)
F = lambda z: phonon_D(z, Om, Om) / (iw + z - xi)
h = lambda z: bose(z, T) * F(z)
res = [circle(h, c, 5e-4) for c in (Om, -Om, xi - iw)]
res_formula = [n / (iw - xi + Om), (n + 1) / (iw - xi - Om), f / (iw - xi + Om) - f / (iw - xi - Om)]
assert np.allclose(res, res_formula, rtol=1e-10, atol=0)
assert abs(circle(lambda z: bose(z, T), 2j * np.pi * T, 5e-4) / T - 1) < 1e-10
big = {}
for L in (10, 40):
    big[L] = circle(h, 0, (2 * L + 1) * np.pi * T)
    assert abs(big[L] + direct_sum(iw, xi, Om, Om, T, L) - sum(res)) < 1e-9 * abs(sum(res))
assert abs(big[40]) < abs(big[10]) / 14
naive = lambda z: n / (z - xi + Om) + (n + 1) / (z - xi - Om) + bose(xi - z, T) * phonon_D(xi - z, Om, Om)
assert abs(naive(3 * iw) / closed(3 * iw, xi, Om, Om, T) - 1) < 1e-12
spur = circle(naive, xi + 2 * iw, 5e-4)
assert abs(spur / (-T * phonon_D(-2 * iw, Om, Om)) - 1) < 1e-10
assert abs(circle(lambda z: closed(z, xi, Om, Om, T), xi + 2 * iw, 5e-4)) < 1e-12
ref = closed(iw, xi, Om, Om, T)
dev = [exact(q * phase, eps, xi, Om, Om, T, iw)[0] - q**2 * ref for q in (2e-4, 1e-4)]
assert abs(dev[0] / dev[1] - 16) < 1.0
S_full = exact(g * phase, eps, xi, Om, Om, T, iw)[0]

print(f"1 Ry = {RY_MEV:.2f} meV, hbar/Ry = {TIME_FS:.6f} fs")
print(f"T = 300 K = {T:.6e} Ry, w_0 = pi T = {np.pi*T:.6e} Ry")
print(f"Omega = {Om} Ry = {Om*RY_MEV:.2f} meV, eps = {eps} Ry, xi = {xi} Ry, |g| = {g} Ry")
print(f"Omega/T = {Om/T:.5f}, xi/T = {xi/T:.5f}, n = {n:.6f}, f = {f:.6f}")
print(f"n+1-f = {n+1-f:.6f} at pole {xi+Om:.4f} Ry; n+f = {n+f:.6f} at pole {xi-Om:.4f} Ry; 2n+1 = {2*n+1:.6f}")
for name, r in zip(("+Omega", "-Omega", "xi - i w_0"), res):
    print(f"residue of n_B F at {name}: {cs(r)} 1/Ry")
print(f"|large circle| L=10: {abs(big[10]):.3e}, L=40: {abs(big[40]):.3e} 1/Ry")
print(f"Sigma(i w_0) closed form   : {cs(g**2*ref)} Ry")
print(f"Sigma(i w_0) direct sum    : {cs(g**2*direct_sum(iw, xi, Om, Om, T))} Ry")
print(f"Sigma(i w_0) tau quadrature: {cs(g**2*tau_route(iw, 0, xi, Om, Om, T)[0])} Ry")
print(f"Sigma(i w_0) diag., g^2 term: {cs(g**2*S0_ex)} Ry")
print(f"Sigma(i w_0) diag., all orders: {cs(S_full)} Ry")
print(f"relative higher-order part at |g| = {g} Ry: {abs(S_full/(g**2*ref)-1):.4f}")
print(f"remainder ratio on halving g (2e-4 to 1e-4 Ry): {abs(dev[0]/dev[1]):.3f}")
print(f"Re Sigma(eps) closed form: {g**2*closed(eps, xi, Om, Om, T):.6e} Ry")
print(f"spurious residue / g^2 at xi + 2 pi i T: {spur.real:.6f} (dimensionless)")
names = ("electron emits", "hole absorbs", "electron absorbs", "hole emits")
for nm, a, b, c in zip(names, four_weights(xi, Om, Om, T), W0_ex, dN_ex):
    print(f"{nm}: weight {a:.6f}, diagonalization {b:.6f}, phonon change {c:+.3f}")

# flat band: quadrature at w + i eta over a band of half-width W, eta -> 0
NF, gband, W = 10.0, 0.01, 0.5
def im_quad(w, eta, T):
    pts = [-W, W] + [s * m * T for s in (1, -1) for m in (0, 1, 5, 20, 50)]
    pts += [p + s * m * eta for p in (w - Om, w + Om) for s in (1, -1) for m in (0, 1, 10, 100, 1000)]
    pts = np.unique(np.round(pts, 12))
    fun = lambda e: closed(w + 1j * eta, e, Om, Om, T).imag
    return NF * gband**2 * sum(quad(fun, a, b, epsabs=1e-10, epsrel=1e-9, limit=200)[0]
                               for a, b in zip(pts[:-1], pts[1:]))
def im_limit(w, T): return (8 * im_quad(w, 1e-5, T) - 6 * im_quad(w, 2e-5, T) + im_quad(w, 4e-5, T)) / 3
def rates(w, T):
    lo, hi = four_weights(w - Om, Om, Om, T), four_weights(w + Om, Om, Om, T)
    return 2 * np.pi * NF * gband**2 * np.array([lo[0], lo[1], hi[2], hi[3]])
scale = 2 * np.pi * NF * gband**2
print(f"band: NF = {NF} 1/Ry, g = {gband} Ry, half-width = {W} Ry, lambda = {2*NF*gband**2/Om:.3f}")
print(f"2 pi NF g^2 = {scale:.6e} Ry")
for w in (0.008, 0.0, -0.008):
    r, q = rates(w, T), -2 * im_limit(w, T)
    assert abs(q - r.sum()) < 1e-5 * scale
    assert abs(q - scale * (2 * n + fermi(Om - w, T) + fermi(Om + w, T))) < 1e-5 * scale
    assert abs((r[1] + r[3]) / (r[0] + r[2]) / np.exp(-w / T) - 1) < 1e-12
    assert np.allclose(r, rates(-w, T)[::-1], rtol=1e-12, atol=0)
    print(f"w = {w:+.3f} Ry: f(w-Om) = {fermi(w-Om, T):.6f}, f(w+Om) = {fermi(w+Om, T):.6f}")
    print("  e emits, h absorbs, e absorbs, h emits: " + ", ".join(f"{v:.4e}" for v in r) + " Ry")
    print(f"  Gamma_out = {r[0]+r[2]:.4e} Ry, Gamma_in = {r[1]+r[3]:.4e} Ry, in/out = {(r[1]+r[3])/(r[0]+r[2]):.5f}")
    print(f"  2|Im Sigma| = {r.sum():.5e} Ry (quadrature {q:.5e} Ry) = {r.sum()*RY_MEV:.2f} meV")
    print(f"  lifetime = {TIME_FS/r.sum():.2f} fs")
Tc = k_B * 10 / RY_J
print(f"T = 10 K = {Tc:.4e} Ry")
for w, inside in ((0.002, True), (-0.002, True), (0.008, False), (-0.008, False)):
    r, q = rates(w, Tc), -2 * im_limit(w, Tc)
    assert abs(q - r.sum()) < 1e-5 * scale
    assert abs(q - (0 if inside else scale)) < 1e-5 * scale
    if not inside:
        assert r[0 if w > 0 else 3] > 0.999999 * r.sum()
    print(f"10 K, w = {w:+.3f} Ry: 2|Im Sigma| = {r.sum():.4e} Ry")
print("finished without a failed check")
```

Running it gives:

```
1 Ry = 13605.69 meV, hbar/Ry = 0.048378 fs
T = 300 K = 1.900087e-03 Ry, w_0 = pi T = 5.969299e-03 Ry
Omega = 0.004 Ry = 54.42 meV, eps = 0.001 Ry, xi = 0.002 Ry, |g| = 0.001 Ry
Omega/T = 2.10517, xi/T = 1.05258, n = 0.138726, f = 0.258729
n+1-f = 0.879996 at pole 0.0060 Ry; n+f = 0.397455 at pole -0.0020 Ry; 2n+1 = 1.277451
residue of n_B F at +Omega: +7.000595e+00 -2.089432e+01i 1/Ry
residue of n_B F at -Omega: -9.538060e+01 -9.489256e+01i 1/Ry
residue of n_B F at xi - i w_0: +3.472779e+01 -1.740832e+01i 1/Ry
|large circle| L=10: 2.702e-03, L=40: 4.726e-05 1/Ry
Sigma(i w_0) closed form   : -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) direct sum    : -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) tau quadrature: -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) diag., g^2 term: -5.365221e-05 -1.331952e-04i Ry
Sigma(i w_0) diag., all orders: -5.349481e-05 -1.391709e-04i Ry
relative higher-order part at |g| = 0.001 Ry: 0.0416
remainder ratio on halving g (2e-4 to 1e-4 Ry): 16.002
Re Sigma(eps) closed form: -4.351427e-05 Ry
spurious residue / g^2 at xi + 2 pi i T: 0.095885 (dimensionless)
electron emits: weight 0.844104, diagonalization 0.844104, phonon change +1.000
hole absorbs: weight 0.035892, diagonalization 0.035892, phonon change -1.000
electron absorbs: weight 0.102833, diagonalization 0.102833, phonon change -1.000
hole emits: weight 0.294622, diagonalization 0.294622, phonon change +1.000
band: NF = 10.0 1/Ry, g = 0.01 Ry, half-width = 0.5 Ry, lambda = 0.500
2 pi NF g^2 = 6.283185e-03 Ry
w = +0.008 Ry: f(w-Om) = 0.108596, f(w+Om) = 0.001805
  e emits, h absorbs, e absorbs, h emits: 6.3778e-03, 9.4656e-05, 8.7007e-04, 1.2913e-05 Ry
  Gamma_out = 7.2479e-03 Ry, Gamma_in = 1.0757e-04 Ry, in/out = 0.01484
  2|Im Sigma| = 7.35548e-03 Ry (quadrature 7.35548e-03 Ry) = 100.08 meV
  lifetime = 6.58 fs
w = +0.000 Ry: f(w-Om) = 0.891404, f(w+Om) = 0.108596
  e emits, h absorbs, e absorbs, h emits: 7.7698e-04, 7.7698e-04, 7.7698e-04, 7.7698e-04 Ry
  Gamma_out = 1.5540e-03 Ry, Gamma_in = 1.5540e-03 Ry, in/out = 1.00000
  2|Im Sigma| = 3.10793e-03 Ry (quadrature 3.10793e-03 Ry) = 42.29 meV
  lifetime = 15.57 fs
w = -0.008 Ry: f(w-Om) = 0.998195, f(w+Om) = 0.891404
  e emits, h absorbs, e absorbs, h emits: 1.2913e-05, 8.7007e-04, 9.4656e-05, 6.3778e-03 Ry
  Gamma_out = 1.0757e-04 Ry, Gamma_in = 7.2479e-03 Ry, in/out = 67.37902
  2|Im Sigma| = 7.35548e-03 Ry (quadrature 7.35548e-03 Ry) = 100.08 meV
  lifetime = 6.58 fs
T = 10 K = 6.3336e-05 Ry
10 K, w = +0.002 Ry: 2|Im Sigma| = 1.2138e-16 Ry
10 K, w = -0.002 Ry: 2|Im Sigma| = 1.2141e-16 Ry
10 K, w = +0.008 Ry: 2|Im Sigma| = 6.2832e-03 Ry
10 K, w = -0.008 Ry: 2|Im Sigma| = 6.2832e-03 Ry
finished without a failed check
```
